# Coherent bremsstrahlung in crystals: spectral edges, polarization and thermal motion, part 1

(Sections cited here and not found follow in the second part.)

A fast electron crossing a thin crystal close to a low-index axis or plane is badly described as meeting one atom after another. Adding the Bethe–Heitler rates of the separate atoms gives a photon spectrum that is smooth, has no linear polarization once the photon angles are integrated over, and does not change when the crystal is turned. For the diamond-structure example below, with a $1\times10^{9}$ eV beam a few tens of milliradians from a cube axis, that sum gives $x\,dN/dx\,dL = 6.3\times10^{-10}$ Å$^{-1}$ near $x=0.43$, where $x$ is the fraction of the electron energy carried by the photon. The lowest-order rate in the crystal potential is $1.04\times10^{-9}$ Å$^{-1}$ just below that energy and $5.7\times10^{-10}$ Å$^{-1}$ just above it, with a linear polarization near 0.4 on the low side and 0.02 on the high side. The independent-atom sum fails because the longitudinal momentum $\delta$ that the target must absorb is tiny: $1/\delta$ is about 20 Å here, so amplitudes from many atoms add before they are squared. The allowed momentum transfers fill a thin disc across the beam, the Überall pancake, and a lattice accepts only the reciprocal vectors inside it. Two features are derived below. Only the lower face of the pancake is sharp. And the Debye–Waller factor does not change the polarization radiated through a single vector; it acts through the weights of different vectors and through the ratio of coherent to incoherent rate.

Atomic units are used in the algebra, $\hbar=m=e=1$ and $c=1/\alpha$, with Gaussian fields. Four-momenta are in momentum units, $p^\mu=(E/c,\mathbf p)$, so the mass shell is $p^2=c^2$. The incident electron has $p_0=E_0/c=\gamma c$ and momentum $\mathbf p=p\hat{\mathbf z}$, the photon has $k=\omega/c=xp_0$ and real polarization $\boldsymbol\epsilon$, and the final electron has $p_0'=(1-x)p_0$. The target is a static potential energy $U(\mathbf r)$ in a volume $V$, treated to first order. It takes the momentum $\mathbf q=\mathbf p-\mathbf p'-\mathbf k$ and no energy. Between plane waves normalized in $V$ its matrix element is $U_{\mathbf q}=V^{-1}\int e^{i\mathbf q\cdot\mathbf r}U\,d^3r$. The coupling to the radiation field is $\boldsymbol\alpha\cdot\mathbf A$, with emission amplitude $\sqrt{2\pi c^2/\omega V}$ per mode.

The second-order amplitude contains the resolvent of the Dirac Hamiltonian $H=c\boldsymbol\alpha\cdot\mathbf P+\beta c^2$ at the intermediate momentum. Away from its poles, which are never reached here, the resolvent is the Feynman propagator, its negative-energy part standing for the time orderings with a virtual pair. Since $\gamma^0\boldsymbol\alpha=\boldsymbol\gamma$, multiplying by $\gamma^0$ gives $\gamma^0(E-H)=c(\gamma\cdot P-c)$, where $\gamma\cdot P=\gamma^0P^0-\boldsymbol\gamma\cdot\mathbf P$, and therefore

$$(E-H)^{-1}=\frac{(\gamma\cdot P+c)\gamma^0}{c\,(P^2-c^2)} .$$

With spinors normalized to $u^\dagger u=2p^0$, and with $u'^\dagger\boldsymbol\alpha\cdot\boldsymbol\epsilon=\bar u'\boldsymbol\gamma\cdot\boldsymbol\epsilon=-\bar u'\gamma\cdot\epsilon$, the two orderings (scattering first, emission first) give

$$T=-\frac{U_{\mathbf q}}{c\sqrt{4p_0p_0'}}\sqrt{\frac{2\pi c^2}{\omega V}}\;\mathcal M,\qquad \mathcal M=\bar u'\left[\gamma\cdot\epsilon\,\frac{\gamma\cdot P+c}{P^2-c^2}\,\gamma^0+\gamma^0\,\frac{\gamma\cdot Q+c}{Q^2-c^2}\,\gamma\cdot\epsilon\right]u,$$

where $P=(p_0,\mathbf p-\mathbf q)=p'+k$ and $Q=p-k$. Different $\mathbf q$ lead to final states of different total momentum $\mathbf P$, so they do not interfere and their rates add.

For one $\mathbf q$ the golden rule sums $2\pi|T|^2\delta(E_0-E'-\omega)$ over photon states, $V k^2dk\,d\cos\vartheta\,d\varphi/(2\pi)^3$, with angles measured about $\mathbf P$ and $\mathbf p'=\mathbf P-\mathbf k$. From $E'=c\,(c^2+|\mathbf P|^2+k^2-2|\mathbf P|k\cos\vartheta)^{1/2}$ one has $|\partial E'/\partial\cos\vartheta|=c|\mathbf P|k/p_0'$, so the delta function fixes $\vartheta$ and leaves the factor $p_0'/(c|\mathbf P|k)$. Collecting factors with $\omega=ck$, the rate is $|U_{\mathbf q}|^2|\mathcal M|^2dk\,d\varphi/(8\pi c^2p_0|\mathbf P|)$. Dividing by the speed $cp/p_0$ gives the number per unit length, and $x\,d/dx=k\,d/dk$, so

$$x\frac{dN}{dx\,dL}=\sum_{\mathbf q}|U_{\mathbf q}|^2R(\mathbf q),\qquad R=\frac{\alpha^3k}{8\pi p|\mathbf P|}\int_0^{2\pi}d\varphi\;\overline{|\mathcal M|^2}, \tag{1}$$

the bar meaning an average over the initial and a sum over the final electron spin. Equation (1) is exact at this order, and the numerical check evaluates it with explicit $4\times4$ matrices in 50-digit arithmetic and a discrete sum over $\varphi$, as the reference for the small-angle amplitude, the dipole rate and the edge derived below.

The crystal enters through $|U_{\mathbf q}|^2$. For identical spherical atoms that move rigidly with their nuclei, $VU_{\mathbf q}=v(q)\sum_je^{i\mathbf q\cdot\mathbf r_j}$ with $v(q)=-4\pi[Z-F(q)]/q^2$ and $F$ the atomic form factor. The static treatment freezes the atoms at $\mathbf r_j=\mathbf R_j+\mathbf u_j$ and averages the rate over configurations. This needs phonon energies, of order 0.1 eV, to be small against $cq_l$, about 100 eV in the example. In a harmonic crystal any linear combination $s$ of displacements is Gaussian with zero mean, and completing the square in $\int e^{is-s^2/2\sigma^2}ds$ gives $\langle e^{is}\rangle=e^{-\sigma^2/2}$. With isotropic mean-square displacement $u^2$ along each axis and $C_{jl}=\langle(\mathbf q\cdot\mathbf u_j)(\mathbf q\cdot\mathbf u_l)\rangle$, the variance of $\mathbf q\cdot(\mathbf u_j-\mathbf u_l)$ is $2q^2u^2-2C_{jl}$. Writing $e^{C}=1+(e^{C}-1)$,

$$\Big\langle\Big|\sum_je^{i\mathbf q\cdot\mathbf r_j}\Big|^2\Big\rangle=e^{-q^2u^2}\Big|\sum_je^{i\mathbf q\cdot\mathbf R_j}\Big|^2+e^{-q^2u^2}\sum_{jl}e^{i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}\big(e^{C_{jl}}-1\big).$$

The first term is the square of the averaged potential, and its Debye–Waller factor holds with any correlations. In the second, the $N$ terms with $j=l$ have $C_{jj}=q^2u^2$ and sum to $N(1-e^{-q^2u^2})$, which is the whole term if the atoms move independently. Correlations add terms that redistribute this diffuse weight in $\mathbf q$, piling part of it near the reciprocal vectors. That redistribution is left out: the background below is that of the independent-atom model. The program tests the independent-atom formula by Monte Carlo sampling on and off a Bragg vector, and for a ring of pinned, coupled atoms it tests the correlated formula and that the remainder beyond $N^2e^{-q^2u^2}$ is proportional to $N$.

The lattice sum factorizes into $S(\mathbf q)=\sum_se^{i\mathbf q\cdot\mathbf r_s}$ over the cell times a sum over cells. Along one axis with $N_1$ cells of length $a$, the geometric series gives $\sin^2(N_1qa/2)/\sin^2(qa/2)$, with peaks of width about $2\pi/N_1a$ at multiples of $2\pi/a$. Its integral over one period is $2\pi N_1/a$, because only the $N_1$ diagonal terms of the double sum survive. In three dimensions it tends to $N_{\rm cell}(2\pi)^3\Omega^{-1}\sum_{\mathbf g}\delta(\mathbf q-\mathbf g)$, with $\Omega$ the cell volume; the program tests the one-dimensional form by quadrature. With $\sum_{\mathbf q}\to V\int d^3q/(2\pi)^3$, $V=N_{\rm cell}\Omega$ and $n=N/V$,

$$x\frac{dN}{dx\,dL}=\sum_{\mathbf g}|U_{\mathbf g}|^2R(\mathbf g)+n\int\frac{d^3q}{(2\pi)^3}\,v^2\big(1-e^{-q^2u^2}\big)R(\mathbf q),\qquad |U_{\mathbf g}|=\frac{4\pi(Z-F)|S|}{\Omega g^2}e^{-g^2u^2/2}. \tag{2}$$

The region where $R$ is nonzero follows from the mass shell of the final electron. From $c^2=(P-k)^2=P^2-2P\cdot k$ and $P^2-c^2=p_0^2-c^2-|\mathbf p-\mathbf q|^2=2pq_l-q^2\equiv\Lambda$, with $q_l$ the component along the beam,

$$k=\frac{\Lambda}{2(p_0-|\mathbf P|\cos\vartheta)} .$$

The largest $k$ has $\cos\vartheta=1$. There $p_0-|\mathbf P|=(c^2+\Lambda)/(p_0+|\mathbf P|)\approx(c^2+\Lambda)/2p_0$, with relative error of order $1/\gamma^2$ when $\Lambda\sim c^2$, so the upper edge lies at

$$x_{\mathbf q}=\frac{\Lambda}{c^2+\Lambda}.$$

Read at fixed $x$, the condition $x\le x_{\mathbf q}$ is $\Lambda\ge c^2x/(1-x)$, that is

$$q_l\ge\delta+\frac{q^2}{2p},\qquad\delta=\frac{c^2x}{2p(1-x)}\approx\frac{cx}{2\gamma(1-x)} .$$

This slightly curved surface is the lower face of the pancake. The smallest $k$ has $\cos\vartheta=-1$ and is $\Lambda/2(p_0+|\mathbf P|)$; for $q_t^2\ll pq_l$ and $q_l<p$ one has $\Lambda\approx q_l(2p-q_l)$ and $p_0+|\mathbf P|\approx2p-q_l$, so it is about $q_l/2$. At fixed $x$, with $|\mathbf p'|$ set by energy conservation, the exact condition is $\big||\mathbf p'|-k\big|\le|\mathbf P|\le|\mathbf p'|+k$, a spherical shell in $\mathbf q$ centred on $\mathbf p$ whose outer surface near $\mathbf q=0$ is the lower face. Along the beam the next boundary is the inner surface, $q_l=p-\big||\mathbf p'|-k\big|$. For $x<\frac12$ this is $q_l\approx2k=2x\gamma c$, backward photon emission, which exceeds $\delta$ by the factor $4\gamma^2(1-x)$; for $x>\frac12$ it is $q_l\approx2(1-x)\gamma c$, a backward electron, and the factor is $4\gamma^2(1-x)^2/x$. This boundary plays no part in the spectrum, and the thinness of the pancake has to come from the amplitude.

For $\gamma\gg1$ and $\gamma(1-x)\gg1$ all angles that matter are of order $1/\gamma$. In the Dirac representation $u=\sqrt{a}\,(\xi,\ \boldsymbol\sigma\cdot\mathbf b\,\xi)$ with $a=p^0+c$, $\mathbf b=\mathbf p/a$ and $\xi$ a two-component spinor. Multiplying out with $(\boldsymbol\sigma\cdot\mathbf f)(\boldsymbol\sigma\cdot\mathbf h)=\mathbf f\cdot\mathbf h+i\boldsymbol\sigma\cdot\mathbf f\times\mathbf h$,

$$u_f^\dagger u_i=\sqrt{a_fa_i}\,\xi_f^\dagger\big[1+\mathbf b_f\cdot\mathbf b_i+i\boldsymbol\sigma\cdot\mathbf b_f\times\mathbf b_i\big]\xi_i,$$

$$u_f^\dagger\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u_i=\sqrt{a_fa_i}\,\xi_f^\dagger\big[\boldsymbol\epsilon\cdot(\mathbf b_i+\mathbf b_f)+i\boldsymbol\sigma\cdot\boldsymbol\epsilon\times(\mathbf b_i-\mathbf b_f)\big]\xi_i .$$

To use these, the propagator numerator is split with the on-shell energy $\tilde P^0=(c^2+|\mathbf P|^2)^{1/2}$ as $\gamma\cdot P+c=\sum_su_s(\mathbf P)\bar u_s(\mathbf P)+\gamma^0(p_0-\tilde P^0)$. Because $P^2-c^2=(p_0-\tilde P^0)(p_0+\tilde P^0)$ and $\gamma^0\gamma^0=1$, the second piece contributes $\bar u'\gamma\cdot\epsilon\,u/(p_0+\tilde P^0)$. The emission vertex will turn out to be of order $c$, so this piece is of order $1/\gamma$, while the on-shell piece is of order $c\cdot\gamma c/c^2=\gamma$. The off-shell piece is dropped, and likewise in the $Q$ term. At the potential vertex $\bar u_f\gamma^0u_i=u_f^\dagger u_i\to2p^0$, with a spin term of relative size $q_t/p$; it equals $2p_0$ in the first diagram and $2(1-x)p_0$ in the second.

At the emission vertex let the incoming electron, outgoing electron and photon have small transverse direction vectors $\boldsymbol\theta,\boldsymbol\theta',\boldsymbol\theta_k$. Since $|\mathbf b|=[(p^0-c)/(p^0+c)]^{1/2}\approx1-c/p^0$, to first order $\mathbf b=\hat{\mathbf z}(1-c/p^0)+\boldsymbol\theta$, and transversality gives $\boldsymbol\epsilon=\mathbf e-\hat{\mathbf z}(\mathbf e\cdot\boldsymbol\theta_k)$ with $\mathbf e\perp\hat{\mathbf z}$ a unit vector. Transverse momentum conservation reads $\boldsymbol\theta=x\boldsymbol\theta_k+(1-x)\boldsymbol\theta'$. With $\boldsymbol\kappa=xp_0(\boldsymbol\theta_k-\boldsymbol\theta)$, the photon's transverse momentum relative to the emitting electron,

$$\boldsymbol\theta-\boldsymbol\theta_k=-\frac{\boldsymbol\kappa}{xp_0},\qquad\boldsymbol\theta'-\boldsymbol\theta_k=-\frac{\boldsymbol\kappa}{x(1-x)p_0},\qquad\boldsymbol\theta-\boldsymbol\theta'=\frac{\boldsymbol\kappa}{(1-x)p_0}.$$

Then $\boldsymbol\epsilon\cdot(\mathbf b+\mathbf b')=\mathbf e\cdot(\boldsymbol\theta+\boldsymbol\theta'-2\boldsymbol\theta_k)=-(2-x)\,\mathbf e\cdot\boldsymbol\kappa/[x(1-x)p_0]$. The difference $\mathbf b-\mathbf b'$ has transverse part $\boldsymbol\kappa/[(1-x)p_0]$ and longitudinal part $c/p_0'-c/p_0=xc/[(1-x)p_0]$. With $\sqrt{aa'}\approx p_0\sqrt{1-x}$ and the sign from $\gamma\cdot\epsilon=-\boldsymbol\gamma\cdot\boldsymbol\epsilon$,

$$\bar u'\gamma\cdot\epsilon\,u=\frac{2}{x\sqrt{1-x}}\Big[\Big(1-\frac x2\Big)\mathbf e\cdot\boldsymbol\kappa-\frac{ix}{2}\sigma_z(\mathbf e\times\boldsymbol\kappa)_z-\frac{ix^2c}{2}\boldsymbol\sigma\cdot\mathbf e\times\hat{\mathbf z}\Big].$$

In the second diagram the emitter is the incident electron and $\boldsymbol\kappa_2=\mathbf k_t$. In the first it has $\mathbf P_t=-\mathbf q_t$, so $\boldsymbol\kappa_1=\mathbf k_t-x\mathbf P_t=\boldsymbol\kappa_2+x\mathbf q_t$. The denominators use $1-\beta\cos\theta\approx\frac12(c^2/p^{0\,2}+\theta^2)$ for an electron of speed $\beta c$. With $D_i=\kappa_i^2+x^2c^2$,

$$P^2-c^2=2p'\cdot k=x(1-x)p_0^2\Big[\frac{c^2}{(1-x)^2p_0^2}+\frac{\kappa_1^2}{x^2(1-x)^2p_0^2}\Big]=\frac{D_1}{x(1-x)},$$

$$Q^2-c^2=-2p\cdot k=-xp_0^2\Big[\frac{c^2}{p_0^2}+\frac{\kappa_2^2}{x^2p_0^2}\Big]=-\frac{D_2}{x}.$$

The diagrams carry $2p_0x(1-x)/D_1$ and $-2(1-x)p_0x/D_2$: a common factor and opposite signs. Defining

$$\mathbf A=\frac{\boldsymbol\kappa_1}{D_1}-\frac{\boldsymbol\kappa_2}{D_2},\qquad B=xc\Big(\frac1{D_1}-\frac1{D_2}\Big),$$

the amplitude is $\mathcal M=4p_0\sqrt{1-x}\,[(1-\frac x2)\mathbf e\cdot\mathbf A-\frac{ix}2\sigma_z(\mathbf e\times\mathbf A)_z-\frac{ix}2B\,\boldsymbol\sigma\cdot\mathbf e\times\hat{\mathbf z}]$. It has the form $f+i\boldsymbol\sigma\cdot\mathbf w$ with real $f$ and $\mathbf w$, for which $\frac12\mathrm{Tr}\,\mathcal M\mathcal M^\dagger=f^2+w^2$. Using $(2-x)^2=4(1-x)+x^2$ and $(\mathbf e\cdot\mathbf A)^2+(\mathbf e\times\mathbf A)_z^2=A^2$,

$$\overline{|\mathcal M|^2}=4p_0^2(1-x)\big[4(1-x)(\mathbf e\cdot\mathbf A)^2+x^2(A^2+B^2)\big].$$

Inserted in (1) with $k=xp_0$ and $p\approx|\mathbf P|\approx p_0$, this gives

$$R=\alpha^3p\,x(1-x)\big\langle4(1-x)(\mathbf e\cdot\mathbf A)^2+x^2(A^2+B^2)\big\rangle_\varphi, \tag{3}$$

averaged over the direction $\varphi$ of $\boldsymbol\kappa_1$ at the fixed length set by $D_1=x(1-x)\Lambda$. The second term simplifies. Squaring, $A^2+B^2=1/D_1+1/D_2-2(\boldsymbol\kappa_1\cdot\boldsymbol\kappa_2+x^2c^2)/D_1D_2$, and $|\boldsymbol\kappa_1-\boldsymbol\kappa_2|^2=x^2q_t^2$ means $2(\boldsymbol\kappa_1\cdot\boldsymbol\kappa_2+x^2c^2)=D_1+D_2-x^2q_t^2$, so

$$A^2+B^2=\frac{x^2q_t^2}{D_1D_2}.$$

The two diagrams, each of order $\gamma$, cancel as $q_t\to0$, so the neglected terms must be weighed against the difference. Current conservation does this. Replace $\gamma^0$ in $\mathcal M$ by $\gamma\cdot q$ with $q=(0,\mathbf q)=p-P=Q-p'$. Then $\gamma\cdot q\,u=(c-\gamma\cdot P)u$ turns the first diagram into $-\bar u'\gamma\cdot\epsilon\,u$, and $\bar u'\gamma\cdot q=\bar u'(\gamma\cdot Q-c)$ turns the second into $+\bar u'\gamma\cdot\epsilon\,u$, so the sum vanishes. Adding $\gamma\cdot q/q_l$ to $\gamma^0$ therefore changes nothing, and $\gamma^0$ may be replaced exactly by $(\gamma^0-\gamma^z)-\mathbf q_t\cdot\boldsymbol\gamma_t/q_l$. Subtracting the two spinor formulas above gives $u_f^\dagger(1-\alpha_z)u_i=\sqrt{a_fa_i}\,\xi_f^\dagger\,\boldsymbol\sigma\cdot(\mathbf b_f-\hat{\mathbf z})\,\boldsymbol\sigma\cdot(\mathbf b_i-\hat{\mathbf z})\,\xi_i$, of order $p_0/\gamma^2$, whereas $u_f^\dagger\boldsymbol\alpha_tu_i$ is of order $p_0/\gamma$. The off-shell pieces differ by the same power of $\gamma$, since $(1-\alpha_z)$ acting on a forward spinor costs one factor $1/\gamma$. The first term thus acts like a transverse transfer of size $q_l/\gamma$, and at $q_t=0$ the full amplitude is of order $1/\gamma$, down by $\gamma^{-2}$ on either diagram. Vertex corrections of relative order $1/\gamma$ must then cancel at $q_t=0$ and can survive only with a factor $q_t/c$, so that the amplitude behind (3) has a relative error of order $1/\gamma$ plus $q_l/\gamma q_t$ at most, small when $q_t\gg q_l/\gamma$ and of order $1/\gamma$ when $q_t\gtrsim q_l$. The numerical test does better than this bound. At $q_t=0.8c$, $x=0.4$ and $\gamma=1957$, the small-angle $\overline{|\mathcal M|^2}$ differs from the exact one by at most $5.3\times10^{-7}$ of its largest value over twelve azimuths and two polarizations, which is the size of $1/\gamma^2$. A vector along the beam is nearly dark: at $x=0.3$, $q_l=2\delta$, the exact rate with $q_t=0$ is 2.65 times the value that formula (4) below gives for $q_t=q_l/\gamma$.

Low-order reciprocal vectors have $g\ll c$, which is a few inverse ångströms against 259 Å$^{-1}$. Define $y=x^2c^2/D_1$, so that $\kappa_1^2/D_1=1-y$ and $0<y\le1$. Since $\kappa_1=xp_0\vartheta$, this is $y=1/(1+\gamma^2\vartheta^2)$, and from $D_1=x(1-x)\Lambda$ it is also $y=\delta/(g_l-g^2/2p)$. The dipole limit takes $g^2\ll c^2$ and $g^2\ll2pg_l$, so that $y=\delta/g_l$ and $\mathbf A$ can be expanded in $xg_t/\sqrt{D_1}=\sqrt y\,g_t/c$:

$$\mathbf A\approx x(\mathbf g_t\cdot\nabla_\kappa)\frac{\boldsymbol\kappa}{D}=\frac xD\Big[\mathbf g_t-\frac{2\boldsymbol\kappa(\boldsymbol\kappa\cdot\mathbf g_t)}{D}\Big].$$

With $\varphi$ and $\chi$ the angles of $\boldsymbol\kappa$ and $\mathbf e$ from $\mathbf g_t$, and $2\cos\varphi\cos(\varphi-\chi)=\cos\chi+\cos(2\varphi-\chi)$,

$$\mathbf e\cdot\mathbf A=\frac{xg_t}{D}\big[y\cos\chi-(1-y)\cos(2\varphi-\chi)\big].$$

This part has derived the first-order radiation rate, its split into coherent and incoherent terms, the sharp lower face of the pancake, and the small-angle amplitude with its dipole limit. It remains to average over the photon azimuth to obtain the coherent spectrum and its edges, then to find the incoherent background and the polarization and apply the results to the diamond-structure example.
